# Oxide Volume Ratio Alone Does Not Fix Lateral Growth Stress: test program

```python
"""
Result under test: the oxide/metal volume ratio phi does not fix the lateral
stress of a flat oxide scale. Oxide added in registry at a free outer surface
has thickness phi*h_m and zero growth stress, whatever phi is.

phi      stress-free oxide volume / consumed metal volume
g_L,g_n  natural lateral and normal stretches, g_L**2*g_n = phi
e        lateral misfit g_L-1; bonded film stress is -M*e, M = E/(1-nu)
f        fraction of new oxide inserted inside the existing scale
h_m      thickness of consumed metal
Stress is in GPa, length in nm; negative stress means compression.
Material inputs are rough values for a NiO-like scale on nickel.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

metal_volume, oxide_volume = 11.0, 18.0       # angstrom^3 per Ni
young, poisson = 200.0, 0.30                  # oxide, GPa and 1
metal_young, metal_poisson = 150.0, 0.30      # hot nickel
consumed = 1000.0                             # nm
insertion = 0.003                             # chosen model parameter
growth_temperature, room_temperature = 1200.0, 300.0
expansion_difference = 2.0e-6                 # metal minus oxide, 1/K
metal_thickness, rod_radius = 1.0e6, 5.0e6    # nm
surface_stress = 1.0                          # N/m, round value
growth_time = 3600.0                          # s

phi = oxide_volume / metal_volume
biaxial = young / (1 - poisson)
lame = young * poisson / ((1 + poisson) * (1 - 2 * poisson))
shear = young / (2 * (1 + poisson))
gpa_per_ev_a3 = constants.e * 1e30 / 1e9


def film_state(gx, gy, gz, fixed_height=None):
    """Return lateral stress, height ratio, energy per relaxed oxide volume.

    The lateral size is held at 1. The height minimizes the energy unless
    the outer surface is blocked at fixed_height.
    """
    volume = gx * gy * gz

    def energy(fx, fz):
        a, b, c = np.log(fx / gx), np.log(1 / gy), np.log(fz / gz)
        return volume * (lame * (a + b + c)**2 / 2
                         + shear * (a*a + b*b + c*c))

    if fixed_height is None:
        found = minimize_scalar(lambda z: energy(1.0, z),
                                bounds=(0.5 * gz, 2.0 * gz),
                                method="bounded",
                                options={"xatol": 1e-12})
        assert found.success
        height = found.x
    else:
        height = fixed_height
    step = 1e-5
    slope = (energy(1 + step, height) - energy(1 - step, height)) / (2*step)
    return slope / height, height, energy(1.0, height) / volume


def close(value, expected, relative):
    return abs(value - expected) <= relative * abs(expected)


# Normal-only growth is stress-free for ratios below and above one.
for ratio in (0.8, 1.0, 1.3, phi, 2.1):
    stress, height, _ = film_state(1.0, 1.0, ratio)
    assert abs(stress) < 1e-4
    assert close(height, ratio, 1e-6)

# Stress follows lateral misfit, with either sign, and not the volume ratio.
small = 1e-4
for ratio in (0.8, phi, 2.1):
    for misfit in (-small, small):
        lateral = 1 + misfit
        normal = ratio / lateral**2
        stress, height, density = film_state(lateral, lateral, normal)
        assert close(stress, -biaxial * misfit, 2e-3)
        thickening = 2 * poisson * misfit / (1 - poisson)
        assert abs(height / normal - 1 - thickening) < 2e-7
        assert close(density, biaxial * misfit**2, 2e-3)

# Blocking the outer surface creates compression even for normal-only growth.
blocked_stress, _, _ = film_state(1.0, 1.0, 1 + small, fixed_height=1.0)
assert close(blocked_stress, -lame * small, 2e-3)

# A misfit in one lateral direction gives the hoop modulus of a long rod.
hoop_modulus = young / (1 - poisson**2)
hoop_test, _, _ = film_state(1 + small, 1.0, 1.0)
assert close(hoop_test, -hoop_modulus * small, 2e-3)

# Layer-by-layer growth: insertion is even or randomly distributed.
rng = np.random.default_rng(4)
layer_count = 200
inserted_stress = -biaxial * insertion / 2
history_stresses = []
for random_sites in (False, True):
    volumes = np.zeros(layer_count)
    for last in range(layer_count):
        volumes[last] += 1 - insertion
        weights = np.ones(last + 1)
        if random_sites:
            weights = rng.exponential(size=last + 1)
        volumes[:last + 1] += insertion * weights / weights.sum()
    stretches = np.sqrt(volumes / (1 - insertion))
    mean_stress = np.mean([film_state(g, g, 1.0)[0] for g in stretches])
    history_stresses.append(mean_stress)
    # Terms of second order in the layer misfits are below two percent.
    assert close(mean_stress, inserted_stress, 0.02)

# Exact ring areas give the mean hoop strain for growth on a convex rod.
final_interface = rod_radius - consumed


def outward_strain(depth):
    old_interface = rod_radius - depth
    added_area = phi * (rod_radius**2 - old_interface**2)
    birth_radius = np.sqrt(old_interface**2 + added_area)
    final_radius = np.sqrt(final_interface**2 + added_area)
    return final_radius / birth_radius - 1


def inward_strain(depth):
    birth_radius = rod_radius - depth
    inner_area = phi * (birth_radius**2 - final_interface**2)
    final_radius = np.sqrt(final_interface**2 + inner_area)
    return final_radius / birth_radius - 1


outward_mean = quad(outward_strain, 0, consumed)[0] / consumed
inward_mean = quad(inward_strain, 0, consumed)[0] / consumed
outward_formula = -consumed / (2 * rod_radius)
inward_formula = (phi - 1) * consumed / (2 * rod_radius)
assert close(outward_mean, outward_formula, 0.005)
assert close(inward_mean, inward_formula, 0.005)

# Main comparison, using the same amount of consumed metal.
outer_stress, outer_height, _ = film_state(1.0, 1.0, phi)
isotropic_misfit = phi**(1 / 3) - 1
isotropic_stress = -biaxial * isotropic_misfit
finite_stress, finite_height, _ = film_state(*([phi**(1 / 3)] * 3))
isotropic_energy = (biaxial * isotropic_misfit**2 * oxide_volume
                    / gpa_per_ev_a3)
# The naive stress is so large that linear and logarithmic laws disagree.
assert abs(finite_stress / isotropic_stress - 1) > 0.05

inserted_misfit = insertion / 2
inserted_height = (phi * consumed * (1 - insertion)
                   * (1 + 2*poisson*inserted_misfit/(1-poisson)))
lateral = (1 - insertion)**-0.5
_, inserted_check, _ = film_state(lateral, lateral, phi*(1-insertion))
assert close(inserted_height, inserted_check * consumed, 1e-5)

# Finite metal shares the misfit with equal scales on its two faces.
metal_biaxial = metal_young / (1 - metal_poisson)
film_stiffness = 2 * inserted_height * biaxial
metal_stiffness = metal_thickness * metal_biaxial
shared_fraction = film_stiffness / (film_stiffness + metal_stiffness)
balance = minimize_scalar(
    lambda u: (film_stiffness * (1-u)**2 + metal_stiffness * u**2)
    / metal_stiffness, bounds=(-0.1, 0.1), method="bounded",
    options={"xatol": 1e-10})
assert close(balance.x, shared_fraction, 1e-3)
metal_stress = metal_biaxial * shared_fraction * inserted_misfit

temperature_drop = growth_temperature - room_temperature
cooling_stress = -biaxial * expansion_difference * temperature_drop
surface_equivalent = surface_stress / (phi * consumed)  # N/m/nm = GPa
creep_rate = inserted_misfit / growth_time

print(f"Metal volume per Ni, rough: {metal_volume:.0f} angstrom^3")
print(f"Oxide volume per Ni, rough: {oxide_volume:.0f} angstrom^3")
print(f"Volume ratio phi: {phi:.3f}")
print(f"Oxide Young modulus, rough: {young:.0f} GPa")
print(f"Oxide Poisson ratio, rough: {poisson:.2f}")
print(f"Oxide biaxial modulus: {biaxial:.1f} GPa")
print(f"Consumed metal thickness: {consumed:.0f} nm")
print(f"Outer-growth oxide thickness: {outer_height*consumed:.1f} nm")
print(f"Outer-growth stress magnitude: {abs(outer_stress):.3f} GPa")
print(f"Isotropic lateral misfit: {isotropic_misfit:.4f}")
print(f"Isotropic linear stress: {isotropic_stress:.1f} GPa")
print(f"Same stress: {isotropic_stress/gpa_per_ev_a3:.3f} eV/angstrom^3")
print(f"Isotropic logarithmic-law stress: {finite_stress:.1f} GPa")
print(f"Isotropic logarithmic-law thickness: {finite_height*consumed:.0f} nm")
print(f"Isotropic linear energy: {isotropic_energy:.2f} eV per Ni")
print(f"Chosen inserted fraction f: {insertion:.4f}")
print(f"Inserted-oxide mean misfit: {inserted_misfit:.5f}")
print(f"Inserted-oxide mean stress: {inserted_stress:.3f} GPa")
print(f"Same stress: {inserted_stress/gpa_per_ev_a3:.5f} eV/angstrom^3")
print(f"Layer test, even insertion: {history_stresses[0]:.4f} GPa")
print(f"Layer test, random insertion: {history_stresses[1]:.4f} GPa")
print(f"Inserted-oxide scale thickness: {inserted_height:.1f} nm")
print(f"Isotropic/inserted stress: {isotropic_stress/inserted_stress:.0f}")
print(f"Blocked-top test, phi minus one: {small:.1e}")
print(f"Blocked-top lateral stress: {blocked_stress:.5f} GPa")
print(f"Growth temperature: {growth_temperature:.0f} K")
print(f"Room temperature: {room_temperature:.0f} K")
print(f"Expansion difference, rough: {expansion_difference:.1e} 1/K")
print(f"Added cooling stress: {cooling_stress:.3f} GPa")
print(f"Rod radius: {rod_radius:.1e} nm")
print(f"Outward-growth mean hoop strain: {outward_mean:.3e}")
print(f"Outward-growth hoop stress: {hoop_modulus*outward_mean:.4f} GPa")
print(f"Interface-growth mean hoop strain: {inward_mean:.3e}")
print(f"Interface-growth hoop stress: {hoop_modulus*inward_mean:.4f} GPa")
print(f"Metal plate thickness: {metal_thickness:.1e} nm")
print(f"Hot metal Young modulus, rough: {metal_young:.0f} GPa")
print(f"Hot metal Poisson ratio, rough: {metal_poisson:.2f}")
print(f"Misfit taken up by metal: {100*shared_fraction:.2f} percent")
print(f"Balancing metal tension: {metal_stress:.5f} GPa")
print(f"Surface stress, round value: {surface_stress:.1f} N/m")
print(f"Surface-stress equivalent: {surface_equivalent:.5f} GPa")
print(f"Growth time, rough: {growth_time:.0f} s")
print(f"Creep rate to remove growth strain: {creep_rate:.2e} 1/s")
print("all assertions hold")
```

Output:

```
Metal volume per Ni, rough: 11 angstrom^3
Oxide volume per Ni, rough: 18 angstrom^3
Volume ratio phi: 1.636
Oxide Young modulus, rough: 200 GPa
Oxide Poisson ratio, rough: 0.30
Oxide biaxial modulus: 285.7 GPa
Consumed metal thickness: 1000 nm
Outer-growth oxide thickness: 1636.4 nm
Outer-growth stress magnitude: 0.000 GPa
Isotropic lateral misfit: 0.1784
Isotropic linear stress: -51.0 GPa
Same stress: -0.318 eV/angstrom^3
Isotropic logarithmic-law stress: -56.6 GPa
Isotropic logarithmic-law thickness: 1356 nm
Isotropic linear energy: 1.02 eV per Ni
Chosen inserted fraction f: 0.0030
Inserted-oxide mean misfit: 0.00150
Inserted-oxide mean stress: -0.429 GPa
Same stress: -0.00267 eV/angstrom^3
Layer test, even insertion: -0.4300 GPa
Layer test, random insertion: -0.4300 GPa
Inserted-oxide scale thickness: 1633.6 nm
Isotropic/inserted stress: 119
Blocked-top test, phi minus one: 1.0e-04
Blocked-top lateral stress: -0.01154 GPa
Growth temperature: 1200 K
Room temperature: 300 K
Expansion difference, rough: 2.0e-06 1/K
Added cooling stress: -0.514 GPa
Rod radius: 5.0e+06 nm
Outward-growth mean hoop strain: -9.998e-05
Outward-growth hoop stress: -0.0220 GPa
Interface-growth mean hoop strain: 6.363e-05
Interface-growth hoop stress: 0.0140 GPa
Metal plate thickness: 1.0e+06 nm
Hot metal Young modulus, rough: 150 GPa
Hot metal Poisson ratio, rough: 0.30
Misfit taken up by metal: 0.43 percent
Balancing metal tension: 0.00139 GPa
Surface stress, round value: 1.0 N/m
Surface-stress equivalent: 0.00061 GPa
Growth time, rough: 3600 s
Creep rate to remove growth strain: 4.17e-07 1/s
all assertions hold
```
